# The Johnson-Lippmann Operator and Supersymmetry of the Dirac-Coulomb Problem, part 2

An electron bound to a point charge $Z$ has degenerate Dirac levels of opposite parity and equal $j$, such as $2s_{1/2}$ and $2p_{1/2}$. A conserved operator $A$ is used to explain this. In Hartree atomic units ($\hbar=m=e=1$, energies in $E_h$, $c$ the inverse fine-structure constant),

$$H=c\rho_1\,\boldsymbol\Sigma\cdot\mathbf p+\beta c^2-\frac{Z}{r},\qquad a\equiv\frac{Z}{c}.\tag{1}$$

Here $\boldsymbol\Sigma$ holds the Pauli matrices in both blocks, $\beta=\pm1$ on the upper and lower block, and $\rho_1$ exchanges the blocks. We assume $a<\sqrt3/2$.

With $\mathbf J=\mathbf L+\boldsymbol\Sigma/2$, the operator $K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$ commutes with $H$ and has eigenvalue $-\kappa$, $|\kappa|=j+\tfrac12$; $s_{1/2},p_{1/2},p_{3/2},d_{3/2}$ have $\kappa=-1,+1,-2,+2$. Set $S=\boldsymbol\Sigma\cdot\hat{\mathbf r}$, $X=c\,\boldsymbol\Sigma\cdot\mathbf p-Z\rho_1/r$ and $A=S-iKX/(Zc)$. This Hermitian $A$ commutes with $H$ and $\mathbf J$, anticommutes with $K$, and obeys

$$A^2=1+\frac{K^2\,(H^2-c^4)}{(Zc)^2}.\tag{14}$$

$$A^2\to1-\frac{\kappa^2}{n^2}\qquad(c\to\infty).\tag{16}$$

States of given $\kappa$ and $m$ (eigenvalue of $J_z$) have radial pairs $u=(P,Q)$, with $\langle w,u\rangle=\int_0^\infty w\cdot u\,dr$. $S$ takes $u$ to $-u$ in channel $-\kappa$. For a potential $V(r)$,

$$H_\kappa u=\begin{pmatrix}(c^2+V)P+c\,(-Q'+\kappa Q/r)\\ c\,(P'+\kappa P/r)+(V-c^2)Q\end{pmatrix}.\tag{19}$$

$$A_\kappa u=-u+\frac\kappa Z\Big(u'+\frac{M_\kappa u}{r}\Big),\qquad M_\kappa=\begin{pmatrix}\kappa&-a\\a&-\kappa\end{pmatrix}.\tag{20}$$

With $\gamma=\sqrt{\kappa^2-a^2}$, point-nucleus solutions start as $r^gv$, $v=(v_P,v_Q)$:

$$(g+M_\kappa)\,v=0,\qquad g=\pm\gamma,\qquad\frac{v_Q}{v_P}=\frac{g+\kappa}{a}.\tag{21}$$

Only $g=+\gamma$ is admissible. $A_\kappa$ takes a bound eigenfunction of $H_\kappa$ into zero or one of $H_{-\kappa}$ at the same energy $E$. Moreover,

$$\langle w,A_\kappa u\rangle-\langle A_{-\kappa}w,u\rangle=\frac\kappa Z\,\big[\,w\cdot u\,\big]_0^\infty.\tag{22}$$

$$w\cdot H_\kappa y-y\cdot H_\kappa w=c\,\frac{d}{dr}\,(w_Qy_P-w_Py_Q).\tag{23}$$

For bound point-nucleus eigenfunctions the right side of (22) vanishes; by (23), each level is nondegenerate at fixed $\kappa,m$. The Cartesian test applied both sides of operator identities to explicit four-component spinors.

### The bound on the energy and the kernel of $A$

Let $u$ be a normalized bound eigenfunction of channel $\kappa$, with $\varepsilon=E/c^2$. Equation (22) with $w=A_\kappa u$ and then (14) give

$$\|A_\kappa u\|^2=\langle u,A_{-\kappa}A_\kappa u\rangle=1+\frac{\kappa^2(\varepsilon^2-1)}{a^2}.\tag{24}$$

The left side cannot be negative, so $\varepsilon^2\ge1-a^2/\kappa^2$, that is

$$|E|\ge c^2\,\frac{\gamma}{|\kappa|}.\tag{25}$$

Equality holds if and only if $A_\kappa u=0$. By (24) the statements $A^2\psi=0$ and $A\psi=0$ are equivalent on bound states.

The condition $A_\kappa u=0$ is a first-order equation that contains no energy, $u'=(Z/\kappa)u-M_\kappa u/r$. The matrix $M_\kappa$ is constant, so the equation separates along its eigenvectors. With $(g+M_\kappa)v=0$ as in (21), the two independent solutions are

$$u=r^{g}\,e^{Zr/\kappa}\begin{pmatrix}1\\(g+\kappa)/a\end{pmatrix},\qquad g=\pm\gamma.\tag{26}$$

Square integrability at infinity requires $\kappa<0$, and at the origin it requires $g=+\gamma$. The kernel is one-dimensional for $\kappa<0$ and empty for $\kappa>0$.

The functions (26) solve the Dirac equation. Both components have the logarithmic derivative $g/r+Z/\kappa$, and the $1/r$ terms of $H_\kappa u=Eu$ cancel by (21). The constant terms of the lower row of (19) give $cZ/\kappa=(E+c^2)(g+\kappa)/a$. With $cZ=ac^2$ and $a^2=(\kappa-g)(\kappa+g)$ this is $E+c^2=c^2(\kappa-g)/\kappa$. The constant terms of the upper row give $c^2-E=cZ(g+\kappa)/(\kappa a)=c^2(g+\kappa)/\kappa$. Both rows yield $E=-gc^2/\kappa$, and the normalizable zero mode has

$$E_0=c^2\frac{\gamma}{|\kappa|},\qquad\frac QP=-\frac{|\kappa|-\gamma}{a},\qquad\kappa<0.\tag{27}$$

It saturates (25). Its components are proportional to each other, and neither has a node at finite $r>0$.

### The spectrum and the meaning of "nodeless"

The bound (25) allows negative energies, and the labels $2s$ and $2p$ need the order of the levels, so the radial equations are solved. Put $x=cr$, divide (19) by $c^2$, and take $|\varepsilon|<1$ with $\mu=\sqrt{1-\varepsilon^2}$. The equations are $dP/dx=-\kappa P/x+(1+\varepsilon+a/x)Q$ and $dQ/dx=\kappa Q/x+(1-\varepsilon-a/x)P$. Insert $(P,Q)=x^\gamma e^{-\mu x}\sum_j(p_j,q_j)x^j$ and collect the power $x^{\gamma+j-1}$:

$$\begin{aligned}(\gamma+j+\kappa)p_j-aq_j&=\mu p_{j-1}+(1+\varepsilon)q_{j-1},\\ ap_j+(\gamma+j-\kappa)q_j&=(1-\varepsilon)p_{j-1}+\mu q_{j-1}.\end{aligned}\tag{28}$$

For $j=0$ this is (21), and we take $p_0=1$, $q_0=(\gamma+\kappa)/a$. Define $\tau_j=\mu p_j+(1+\varepsilon)q_j$ and $\eta=\mu/(1+\varepsilon)$. Because $\mu^2=(1-\varepsilon)(1+\varepsilon)$, the two right sides are $\tau_{j-1}$ and $\eta\tau_{j-1}$. The determinant of the left side is $(\gamma+j)^2-\kappa^2+a^2=j(j+2\gamma)$, and Cramer's rule gives

$$p_j=\tau_{j-1}\frac{\gamma+j-\kappa+a\eta}{j(j+2\gamma)},\qquad q_j=\tau_{j-1}\frac{(\gamma+j+\kappa)\eta-a}{j(j+2\gamma)}.\tag{29}$$

Forming $\tau_j$, the terms $\mp\mu\kappa$ cancel, and $a\mu\eta-a(1+\varepsilon)=a(1-\varepsilon)-a(1+\varepsilon)=-2a\varepsilon$:

$$\tau_j=\tau_{j-1}\,\frac{2\,[\mu(\gamma+j)-a\varepsilon]}{j(j+2\gamma)}.\tag{30}$$

If no $\tau_j$ vanishes, the ratio of successive coefficients tends to $2\mu/j$, which is the ratio in the series of $e^{2\mu x}$. The sum then outgrows $e^{-\mu x}$ and the solution is not normalizable. A bound state needs $\tau_{n_r}=0$ for some integer $n_r\ge0$, and then $p_j=q_j=0$ for $j>n_r$.

For $n_r\ge1$, (30) requires $a\varepsilon=\mu(n_r+\gamma)$, for either sign of $\kappa$. For $n_r=0$ the condition $\tau_0=0$ reads $\eta=-(\gamma+\kappa)/a$. Since $\eta>0$ and $\gamma<|\kappa|$, it needs $\kappa<0$. The function $\eta=\sqrt{(1-\varepsilon)/(1+\varepsilon)}$ decreases monotonically, so there is one solution. It is $\varepsilon=\gamma/|\kappa|$, for which $\mu=a/|\kappa|$ and $\eta=a/(|\kappa|+\gamma)=(|\kappa|-\gamma)/a$. This is the zero mode (27), and it also satisfies $a\varepsilon=\mu\gamma$. In all cases $\varepsilon>0$, so there are no bound states of negative energy. Squaring the condition and using $\mu^2=1-\varepsilon^2$ gives the Sommerfeld formula,

$$\varepsilon=\frac{n_r+\gamma}{N},\qquad\mu=\frac aN,\qquad N^2=(n_r+\gamma)^2+a^2=n_r^2+2n_r\gamma+\kappa^2.\tag{31}$$

The principal quantum number is $n=n_r+|\kappa|$, the limit of $N$ for $a\to0$. With $\varepsilon^2-1=-a^2/N^2$, (24) becomes

$$\|A\psi\|^2=1-\frac{\kappa^2}{N^2}=\frac{n_r(n_r+2\gamma)}{N^2}.\tag{32}$$

This vanishes for $n_r=0$ and for no other level, and it reduces to (16) for $a\to0$.

The states annihilated by $A$ are those with $n_r=0$, $\kappa=-n$. A large component without nodes is not sufficient, as $n_r=1$, $|\kappa|=1$ shows. Both components are first-degree polynomials times a positive function, and $\tau_1=0$ means $q_1=-\eta p_1$. For $\kappa=+1$, $q_0>0$ and $\tau_0>0$, and (29) gives $p_1=\tau_0(\gamma+a\eta)/(1+2\gamma)>0$. Then $P\propto p_0+p_1x$ has no node, while $Q\propto q_0+q_1x$ with $q_1<0$ has one. For $\kappa=-1$, $\tau_0=(1+\varepsilon)[\eta-(1-\gamma)/a]$ is negative, because $\varepsilon$ lies above the zero mode and $\eta$ is smaller than its value there. Then $p_1=\tau_0(\gamma+2+a\eta)/(1+2\gamma)<0<p_0$ and $q_0<0<q_1$, and each component has one node. The state $2p_{1/2}$ is nodeless in the Schrödinger limit, where only $P$ remains, yet (32) is nonzero for it. "Nodeless" in the present sense refers to $P$ and $Q$ together.

### Supersymmetry

Since $K$ has no zero eigenvalue, $\hat K=K/|K|$ with $|K|=\sqrt{K^2}$ is defined, and $\hat K^2=1$. The operator $A$ commutes with $K^2$ and anticommutes with $K$, so it anticommutes with $\hat K$. The projectors $\mathcal P_\pm=\tfrac12(1\pm\hat K)$ select $\kappa<0$ and $\kappa>0$ respectively, and they obey $A\mathcal P_\pm=\mathcal P_\mp A$. Define the supercharges

$$\mathcal Q_\pm=\mathcal P_\pm A.\tag{33}$$

Then $\mathcal Q_+^\dagger=A\mathcal P_+=\mathcal Q_-$. The squares are $\mathcal Q_\pm^2=\mathcal P_\pm A\mathcal P_\pm A=\mathcal P_\pm\mathcal P_\mp A^2=0$. The mixed products are $\mathcal Q_\pm\mathcal Q_\mp=\mathcal P_\pm A\mathcal P_\mp A=\mathcal P_\pm A^2$, and the projectors add to one. Hence

$$\mathcal Q_\pm^2=0,\qquad\{\mathcal Q_+,\mathcal Q_-\}=A^2,\qquad[\mathcal Q_\pm,A^2]=[\mathcal Q_\pm,H]=0.\tag{34}$$

This is the algebra of supersymmetric quantum mechanics with two supercharges, and $\hat K$ is the grading that separates the two sectors. The supersymmetric Hamiltonian is $A^2$. It is not $H$, but by (14) it is an increasing function of $E$ at fixed $|\kappa|$ and $E>0$. The degeneracy of $H$ follows from $[\mathcal Q_\pm,H]=0$. In radial form the partner operators are $A_{-\kappa}A_\kappa$ and $A_\kappa A_{-\kappa}$, the two orderings of an operator and its adjoint.

The pairing does not need (31). Let $u$ be a bound state of channel $\kappa$ that is not a zero mode. Then $A_\kappa u\neq0$ is a bound state of channel $-\kappa$ with the same $E$, $j$, $m$, it is unique up to a factor by (23), and $A_{-\kappa}$ maps it back to a nonzero multiple of $u$. The two channels have the same levels, apart from the kernel. The kernel has one state for $\kappa<0$ and none for $\kappa>0$, so the Witten index, the number of zero modes in the sector $\hat K=+1$ minus the number in $\hat K=-1$, is one for each $|\kappa|$ and $m$. The ground state of $A^2$ is annihilated by both supercharges, and the supersymmetry is unbroken. By (25) and $E>0$ the zero mode is the lowest level of its channel. For $|\kappa|=1$ it is $1s_{1/2}$, and the lowest level of $\kappa=+1$, which is $2p_{1/2}$, is the partner of the second level of $\kappa=-1$, which is $2s_{1/2}$.

The factor in the map has a magnitude whose square is given by (32) with $n_r=1$ and $N^2=2+2\gamma$. Its sign depends on a convention, which we fix by $P>0$ near the origin. At large $r$ the highest power dominates, $u'\simeq-c\mu u$, and (20) gives $A_\kappa u\simeq-(1+\kappa c\mu/Z)u=-(1+\kappa/N)u$. For $2s_{1/2}$ the factor $-(1-1/N)$ is negative since $N>1$, and $p_1<0$, so the upper component of $A_{-1}u$ is positive at large $r$, as is $P$ of $2p_{1/2}$. Therefore

$$A\,|2s_{1/2}m\rangle=+\frac{\sqrt{1+2\gamma}}{N}\,|2p_{1/2}m\rangle,\qquad A\,|1s_{1/2}m\rangle=0.\tag{35}$$

### Worked example: $Z=80$

The system is the one-electron ion Hg$^{79+}$, described by (1). The model leaves out radiative corrections, recoil and, for the moment, nuclear size, and the digits below belong to the model. With $c=137.035999$ one has $a=0.583788$ and $c^2=18778.8651\ E_h$. The levels in the numerical output were found by integrating (19) outward and inward and matching, without use of (31), and $A_\kappa u$ was formed from (20) with finite-difference derivatives. The scan of $E-c^2$ from $-35555.6$ to $-276.8\ E_h$ finds three levels for $\kappa=-1$, two for $+1$, two for $-2$ and one for $+2$, which is one extra level in each negative channel. The scan stops short of the lower continuum at $E-c^2=-2c^2$, so for the remaining strip the absence of levels rests on (30).

For $|\kappa|=1$, $\gamma=\sqrt{1-0.583788^2}=0.811906$. Equation (27) gives $E_0-c^2=18778.8651\times(0.811906-1)=-3532.19\ E_h$ and $Q/P=-0.188094/0.583788=-0.322196$. The integrated $1s_{1/2}$ level is $-3532.19209\ E_h$ with the same ratio, and $\|A\psi\|=2\times10^{-9}$ for unit norm of $\psi$. For $|\kappa|=2$, $\gamma=1.912901$, the bound is saturated by $2p_{3/2}$ at $-817.80750\ E_h$, with $Q/P=-0.149196$ and $\|A\psi\|=6\times10^{-11}$.

For the $n=2$ doublet, $N^2=2+2\times0.811906=3.623812$ and $N=1.903631$. Equation (32) gives $2.623812/3.623812=0.724047$. Equation (24), with the integrated energy, gives $\varepsilon=1-904.84778/18778.8651=0.951816$ and $1+(\varepsilon^2-1)/a^2=1-0.094047/0.340808=0.72405$. The norm computed from the wave functions is $0.724047$ for both members. The matrix elements $\langle2p|A|2s\rangle$ and $\langle2s|A|2p\rangle$ both equal $0.850910=\sqrt{0.724047}$, which confirms the sign in (35) and agrees with the adjoint relation (22) for this pair. Since the square of the matrix element equals the computed $\|A\psi\|^2$, $A|2s\rangle$ has no other components within the numerical accuracy. The common level is $-24622.16$ eV, and the distance to $2p_{3/2}$ is $2368.49$ eV. At $Z=1$, (32) gives $0.749997$, close to the limit $\tfrac34$ of (16). The other doublets give $\|A\psi\|^2=0.878753$ for $3s_{1/2},3p_{1/2}$ at $-392.08369\ E_h$ and $0.546783$ for $3p_{3/2},3d_{3/2}$ at $-366.14271\ E_h$.

The node of $Q$ in $2p_{1/2}$ follows from (29). Here $\mu=0.583788/1.903631=0.306671$, $\eta=0.306671/1.951816=0.157121$, $q_0=1.811906/0.583788=3.10371$ and $\tau_0=0.306671+1.951816\times3.10371=6.36454$. Then $p_1=6.36454\times(0.811906+0.091725)/2.623812=2.19192$ and $q_1=-0.157121\times2.19192=-0.34440$. The node is at $x=3.10371/0.34440=9.012$, or $r=x/c=0.06576$ bohr, as found in the integrated function. For all eight states computed, $Q$ has $n_r$ nodes and $P$ has $n_r$ nodes for $\kappa<0$ and $n_r-1$ for $\kappa>0$; beyond the cases $n_r=0$ and $n_r=|\kappa|=1$ derived above, this count is a numerical finding for these states.

### Breaking by a departure from the Coulomb potential

Let $H_W=H+W(r)$ with a local potential $W$, and keep $A$ as defined with the point charge. Then $[H_W,A]=[W,A]$. The function $W$ commutes with $S$, $K$ and $\rho_1/r$, and $[W,\mathbf p]=iW'\hat{\mathbf r}$ gives $[W,X]=icW'S$. The prefactor $-i/(Zc)$ times $ic$ is $1/Z$:

$$[H_W,A]=\frac{W'}{Z}\,KS.\tag{36}$$

This relation was included in the Cartesian test, with $W=r^2$. On channel $\kappa$, $S$ gives $-u$ in channel $-\kappa$, where $K=+\kappa$, so the radial form is $-(\kappa/Z)W'u$. The same result follows from (20), where only the derivative fails to commute with $W$.

Take eigenfunctions $u_s$ ($\kappa=-1$, energy $E_s$) and $u_p$ ($\kappa=+1$, energy $E_p$) of $H_W$, and form $\langle u_p,(H_{+1}A_{-1}-A_{-1}H_{-1})u_s\rangle$. The second term is $E_s\langle u_p,A_{-1}u_s\rangle$. In the first, $H_{+1}$ is moved to the left with (23), which leaves a boundary term. Suppose the total potential is finite at the origin. The leading powers in (19) are then $P_s\sim r$, $Q_s\sim r^2$, $P_p\sim r^2$, $Q_p\sim r$. The function $y=A_{-1}u_s$ has $y_P=O(r)$ and $y_Q=O(1)$, the latter from the term $-P_s/(cr)$, which is no longer cancelled. The products $Q_py_P$ and $P_py_Q$ are both $O(r^2)$, and the boundary term vanishes. Without any expansion in $W$,

$$(E_p-E_s)\,\langle p|A|s\rangle=\frac1Z\int_0^\infty W'\,(P_sP_p+Q_sQ_p)\,dr.\tag{37}$$

The splitting of the doublet, multiplied by the matrix element of $A$, equals an integral of $W'$ weighted with the overlap density of the two states, where $-W'$ is the extra force. The identity holds for the one-electron Dirac equation with a local central potential that is finite at the origin, the case for which the boundary term was shown to vanish, and it says nothing about corrections that are not of this form.

As a model, spread the charge uniformly over a sphere with the round radius $R=7.0$ fm $=1.32281\times10^{-4}$ bohr. Inside, $V=-Z(3-r^2/R^2)/(2R)$, so $W=V+Z/r$ and

$$W'=\frac{Zr}{R^3}-\frac Z{r^2}<0\quad(r<R),\qquad W'=0\quad(r>R).\tag{38}$$

The sign of the overlap density near the origin follows from (19). With $b=(E-c^2-V(0))/c$, the equations read $P'=-\kappa P/r+(2c+b)Q$ and $Q'=\kappa Q/r-bP$. For $P_s=pr$ the second gives $Q_s=-b_spr^2/3$, and for $Q_p=qr$ the first gives $P_p=(2c+b_p)qr^2/3$, with $p,q>0$. The sum $P_sP_p+Q_sQ_p=pq\,r^3(2c+b_p-b_s)/3$ is positive, since $b_p-b_s=(E_p-E_s)/c$ is small against $2c$. The integrand of (37) is thus negative at small $r$; the sign of the whole integral is taken from the computation.

Integration with the finite nucleus raises $2s_{1/2}$ by $0.33926\ E_h$ to $-904.50852\ E_h$ and $2p_{1/2}$ by $0.02727\ E_h$ to $-904.82051\ E_h$. The splitting is $0.33926-0.02727=0.31199\ E_h$, about $8.5$ eV for this model radius. The right side of (37) is $-0.26547\ E_h$ and $\langle2p|A|2s\rangle=0.850911$, so (37) gives $E_s-E_p=0.26547/0.850911=0.3120\ E_h$, in agreement with the difference of the eigenvalues. The matrix element of $A$ differs from its point-nucleus value $0.850910$ by one unit in the sixth decimal, so in this example the point-nucleus value could be used for it in (37). The integral itself extends only over the interior of the sphere, because $W'=0$ for $r>R$. The splitting of the doublet is $0.312/87.04$, or $0.36\%$, of the fine-structure interval. It is not a prediction of the observed $2s_{1/2}$-$2p_{1/2}$ interval of the ion, since radiative corrections, recoil and a realistic charge distribution are absent from the model.

## Calculated quantities

```
3D operator identities, worst relative error: 1.0e-15
control, wrong sign in A, relative size of [H,A]: 0.240
Z = 80, c = 137.035999 a.u., a = Z/c = 0.583788, c^2 = 18778.8651 Eh
scan of E-c^2 from -35555.6 to -276.8 Eh
|kappa|=1: gamma = 0.811906, bound c^2(gamma/|kappa|-1) = -3532.19209 Eh
  zero mode: Q/P = -0.322196, |A psi| = 2e-09
1s1/2 n_r=0 N=1.000000 E-c^2=-3532.19209 Eh |A psi|^2=0.000000 formula=0.000000 nodes P,Q=0,0
2s1/2 n_r=1 N=1.903631 E-c^2=-904.84778 Eh |A psi|^2=0.724047 formula=0.724047 nodes P,Q=1,1
3s1/2 n_r=2 N=2.871868 E-c^2=-392.08369 Eh |A psi|^2=0.878753 formula=0.878753 nodes P,Q=2,2
2p1/2 n_r=1 N=1.903631 E-c^2=-904.84778 Eh |A psi|^2=0.724047 formula=0.724047 nodes P,Q=0,1
3p1/2 n_r=2 N=2.871868 E-c^2=-392.08369 Eh |A psi|^2=0.878753 formula=0.878753 nodes P,Q=1,2
|kappa|=2: gamma = 1.912901, bound c^2(gamma/|kappa|-1) = -817.80750 Eh
  zero mode: Q/P = -0.149196, |A psi| = 6e-11
2p3/2 n_r=0 N=2.000000 E-c^2=-817.80750 Eh |A psi|^2=0.000000 formula=0.000000 nodes P,Q=0,0
3p3/2 n_r=1 N=2.970825 E-c^2=-366.14271 Eh |A psi|^2=0.546783 formula=0.546783 nodes P,Q=1,1
3d3/2 n_r=1 N=2.970825 E-c^2=-366.14271 Eh |A psi|^2=0.546783 formula=0.546783 nodes P,Q=0,1
<2p|A|2s> = 0.850910, <2s|A|2p> = 0.850910, sqrt(1+2gamma)/N = 0.850910
point nucleus E-c^2 of 2s1/2, 2p1/2: -24622.16 eV; |difference| = 5e-09 Eh
fine structure 2p3/2 - 2p1/2: 87.04029 Eh = 2368.49 eV
node of Q in 2p1/2: r = 0.06576 bohr
A^2 on the n=2, j=1/2 doublet from the formula at Z=1: 0.749997
model nuclear radius R = 7.0 fm = 1.32281e-04 bohr
finite R: E-c^2 2s1/2 = -904.50852 Eh, shift = 0.33926 Eh
finite R: E-c^2 2p1/2 = -904.82051 Eh, shift = 0.02727 Eh
finite R: <2p|A|2s> = 0.850911
(1/Z) int W'(PsPp+QsQp) dr = -0.26547 Eh
E(2s)-E(2p) from the commutator = 0.31199 Eh
E(2s)-E(2p) from shooting = 0.31199 Eh = 8.490 eV
```
